# Coulomb repulsion integrals for octahedral d orbitals in Racah parameters: test program

```python
# Low-spin octahedral d6 (t2g^6, 1A1). Result under test: to first order in the
# electron repulsion the t2g^5 eg^1 terms lie, above the t2g^6 diagonal energy, at
#   1T1 = D - C, 1T2 = D + 16B - C, 3T1 = D - 3C, 3T2 = D + 8B - 3C,
# and 5T2 (t2g^4 eg^2) at 2D - 5B - 8C. D = 10Dq; A, B, C = Racah parameters;
# J, K = Coulomb and exchange integrals; f = closed-shell Fock orbital energy.
# Independent road: integrals by quadrature, all 210 determinants, group projectors.
# Example: fit of D, B, C to rough two-figure bands of [Co(NH3)6]3+ (cm^-1).
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import least_squares, brentq
from scipy.special import eval_legendre, gamma, gammainc
from scipy.spatial.transform import Rotation
from pyscf import gto, fci

# real d orbitals as unit traceless symmetric matrices: xy, yz, z2, xz, x2-y2
XY, YZ, Z2, XZ, X2 = range(5)
name = ['xy', 'yz', 'z2', 'xz', 'x2-y2']
T, EG = [XY, YZ, XZ], [Z2, X2]
M = np.zeros((5, 3, 3))
for p, (a, b) in {XY: (0, 1), YZ: (1, 2), XZ: (0, 2)}.items():
    M[p, a, b] = M[p, b, a] = 2**-0.5
M[Z2] = np.diag([-1, -1, 2])/6**0.5
M[X2] = np.diag([1, -1, 0])/2**0.5

# angular integrals of the Legendre expansion of 1/r12
ct, wt = np.polynomial.legendre.leggauss(6)
phi = 2*np.pi*np.arange(12)/12
pts = np.array([[np.sqrt(1-c*c)*np.cos(f), np.sqrt(1-c*c)*np.sin(f), c] for c in ct for f in phi])
wts = np.repeat(wt, 12)*2*np.pi/12
dval = np.sqrt(15/(8*np.pi))*np.einsum('ga,pab,gb->gp', pts, M, pts)
pair = np.einsum('g,gp,gq->gpq', wts, dval, dval)
cosg = np.clip(pts @ pts.T, -1, 1)
W = {k: np.einsum('gpq,gh,hrs->pqrs', pair, eval_legendre(k, cosg), pair, optimize=True)
     for k in (0, 2, 4)}
VA, VB, VC = W[0], 49*W[2], 1.4*W[0] + 7*W[2] + 12.6*W[4]

# check against analytic Gaussian integrals, Racah parameters from radial integrals
alpha = 1.5
beta = 2*alpha
nrm = 0.5*beta**-3.5*gamma(3.5)
def slater(k):
    s = (7+k)/2
    fun = lambda r: r**(5-k)*np.exp(-beta*r*r)*0.5*beta**-s*gamma(s)*gammainc(s, beta*r*r)
    return 2*quad(fun, 0, 8, epsabs=1e-13, epsrel=1e-12, limit=200)[0]/nrm**2
F0, F2, F4 = slater(0), slater(2), slater(4)
mol = gto.M(atom='Co 0 0 0', basis={'Co': [[2, [alpha, 1.0]]]}, charge=3, spin=0, verbose=0)
sg = np.sign(np.sum(mol.eval_gto('GTOval_sph', pts)*dval, axis=0))
eri_g = np.einsum('pqrs,p,q,r,s->pqrs', mol.intor('int2e').reshape(5, 5, 5, 5), sg, sg, sg, sg)
dev = abs(eri_g - ((F0-F4/9)*VA + (F2/49-5*F4/441)*VB + 35*F4/441*VC)).max()
assert dev < 1e-9
print(f"Racah form vs Gaussian d-shell integrals: max deviation {dev:.0e} hartree")

ri = lambda x: int(round(x))
table = {(XY, XY): ((1, 4, 3), (1, 4, 3)), (XY, XZ): ((1, -2, 1), (0, 3, 1)),
         (XY, X2): ((1, 4, 1), (0, 0, 1)), (XY, Z2): ((1, -4, 1), (0, 4, 1)),
         (XZ, X2): ((1, -2, 1), (0, 3, 1)), (XZ, Z2): ((1, 2, 1), (0, 1, 1))}
for (p, q), (Jf, Kf) in table.items():
    J = [V[p, p, q, q] for V in (VA, VB, VC)]
    K = [V[p, q, p, q] for V in (VA, VB, VC)]
    assert np.allclose(J, Jf, atol=1e-10) and np.allclose(K, Kf, atol=1e-10)
    print(f"{name[p]},{name[q]}: (A,B,C) coefficients J {[ri(x) for x in J]} K {[ri(x) for x in K]}")
I5 = np.eye(5)
assert np.allclose(VC, np.einsum('pq,rs->pqrs', I5, I5) + np.einsum('pr,qs->pqrs', I5, I5)
                   + np.einsum('ps,qr->pqrs', I5, I5), atol=1e-10)
fock = lambda p: [sum(2*V[p, p, j, j]-V[p, j, p, j] for j in T) for V in (VA, VB, VC)]
assert np.allclose(fock(XY), [5, -10, 5]) and np.allclose(fock(Z2), [6, -6, 3])
assert np.allclose(fock(X2), [6, -6, 3])
print(f"Fock repulsion (A,B,C): t2g {[ri(x) for x in fock(XY)]}, eg {[ri(x) for x in fock(X2)]}")

# 210 determinants; spin orbital index 2p + spin
dets = [sum(1 << i for i in c) for c in itertools.combinations(range(10), 6)]
index = {d: n for n, d in enumerate(dets)}
N = len(dets)
def hop(i, j):
    X = np.zeros((N, N))
    for n, d in enumerate(dets):
        if d >> j & 1:
            d1 = d ^ (1 << j)
            if not d1 >> i & 1:
                s = bin(d & ((1 << j)-1)).count('1') + bin(d1 & ((1 << i)-1)).count('1')
                X[index[d1 | (1 << i)], n] = (-1)**s
    return X
Ea = np.array([[hop(2*p, 2*q) for q in range(5)] for p in range(5)])
Eb = np.array([[hop(2*p+1, 2*q+1) for q in range(5)] for p in range(5)])
E = Ea + Eb
def two_body(V):
    X = np.tensordot(V, E, axes=([2, 3], [0, 1]))
    return 0.5*(sum(E[p, q] @ X[p, q] for p in range(5) for q in range(5))
                - np.tensordot(np.einsum('pqqs->ps', V), E, axes=2))
HA, HB, HC = two_body(VA), two_body(VB), two_body(VC)
assert np.allclose(HA, 15*np.eye(N))
ne = np.diag(E[Z2, Z2] + E[X2, X2]).round().astype(int)
HD = np.diag(0.6*ne - 0.4*(6-ne))
ham = lambda D, B, C, A=0.0: D*HD + A*HA + B*HB + C*HC
Sz = np.diag(sum(Ea[p, p]-Eb[p, p] for p in range(5)))/2
Sp = sum(hop(2*p, 2*p+1) for p in range(5))
S2 = Sp.T @ Sp + np.diag(Sz*(Sz+1))
ms0 = abs(Sz) < 1e-9

# compare with the pyscf CI matrix
h1 = np.diag([0.6 if p in EG else -0.4 for p in range(5)])
Hp = fci.direct_spin1.pspace(2.3*h1, 0.7*VA+0.06*VB+0.31*VC, 5, (3, 3), np=400)[1]
Ht = ham(2.3, 0.06, 0.31, 0.7)
assert np.allclose(np.linalg.eigvalsh(Hp), np.linalg.eigvalsh(Ht[np.ix_(ms0, ms0)]), atol=1e-9)
assert abs(Ht @ S2 - S2 @ Ht).max() < 1e-9

# projectors of the group O (classes E, C3, C4^2, C4, C2') and of total spin
chi = {'A1': [1, 1, 1, 1, 1], 'A2': [1, 1, 1, -1, -1], 'E': [2, -1, 2, 0, 0],
       'T1': [3, 0, -1, 1, -1], 'T2': [3, 0, -1, -1, 1]}
PG = {g: np.zeros((N, N)) for g in chi}
for w in Rotation.create_group('O').as_rotvec():
    ang = np.linalg.norm(w)
    Km = np.array([[0, -w[2], w[1]], [w[2], 0, -w[0]], [-w[1], w[0], 0]])
    gen = np.array([[np.trace(M[p] @ (Km @ M[q] - M[q] @ Km)) for q in range(5)] for p in range(5)])
    R = expm(np.tensordot(gen, E, axes=2))
    assert abs(R @ Ht - Ht @ R).max() < 1e-8
    if ang < 1e-6: cl = 0
    elif abs(ang-2*np.pi/3) < 1e-6: cl = 1
    elif abs(ang-np.pi/2) < 1e-6: cl = 3
    else: cl = 2 if abs(abs(w).max()-np.pi) < 1e-6 else 4
    for g in chi:
        PG[g] += chi[g][0]*chi[g][cl]*R/24
s2, sv = np.linalg.eigh(S2)
U = {}
for S in (0, 1, 2):
    v = sv[:, abs(s2-S*(S+1)) < 1e-6]
    for g in chi:
        P = PG[g] @ v @ v.T @ np.diag(ms0*1.0)
        pw, pv = np.linalg.eigh((P+P.T)/2)
        U[f"{2*S+1}{g}"] = pv[:, pw > 0.5]
assert sum(int(k[0])*u.shape[1] for k, u in U.items()) == 210
terms = ['1T1', '1T2', '3T1', '3T2']
print("number of terms in d6:", {k: U[k].shape[1]//chi[k[1:]][0] for k in ['1A1']+terms+['5T2']})
assert U['5T2'].shape[1] == 3

first = lambda D, B, C: np.array([D-C, D+16*B-C, D-3*C, D+8*B-3*C])
g0 = np.zeros(N); g0[np.where(ne == 0)[0][0]] = 1
ref = {'1A1': g0, '1T1': E[X2, XY] @ g0/2**0.5, '1T2': E[Z2, XY] @ g0/2**0.5,
       '3T1': (Ea-Eb)[X2, XY] @ g0/2**0.5, '3T2': (Ea-Eb)[Z2, XY] @ g0/2**0.5}
for k, v in ref.items():   # each single excitation is a pure symmetry state
    assert abs(np.linalg.norm(U[k].T @ v)-1) < 1e-9
rng = np.random.default_rng(1)
m1 = ne == 1
for _ in range(5):
    D, B, C, A = rng.uniform(0.3, 3, 4)
    H = ham(D, B, C, A)
    e0 = g0 @ H @ g0
    fo = first(D, B, C)
    assert np.allclose([ref[k] @ H @ ref[k]-e0 for k in terms], fo, atol=1e-9)
    assert np.allclose(np.linalg.eigvalsh(H[np.ix_(m1, m1)])-e0,
                       np.sort(np.repeat(fo, [3, 3, 9, 9])), atol=1e-9)
    assert np.allclose(np.linalg.eigvalsh(U['5T2'].T @ H @ U['5T2'])-e0, 2*D-5*B-8*C, atol=1e-9)
q5 = U['5T2'][:, 0]
print("repulsion (A,B,C): t2g^6", [ri(g0 @ X @ g0) for X in (HA, HB, HC)],
      " 5T2", [ri(q5 @ X @ q5) for X in (HA, HB, HC)])
for k in terms:
    v = ref[k]
    print(f"first order {k}: (D,B,C) coefficients", [ri(v @ X @ v-g0 @ X @ g0) for X in (HD, HB, HC)])

# second order: level shift = (c0 B^2 + c1 B C + c2 C^2)/D
c2 = {}
for k, v in ref.items():
    n0 = 0 if k == '1A1' else 1
    res = np.array([0.0 if n == n0 else 1.0/(n0-n) for n in ne])
    b, c = HB @ v, HC @ v
    c2[k] = np.array([b @ (res*b), 2*b @ (res*c), c @ (res*c)])
assert np.allclose(c2['1A1'], [-24, -12, -3])
assert all(abs(c2[k][2]+1) < 1e-9 for k in terms)
blk = {k: [U[k].T @ X @ U[k] for X in (HD, HB, HC)] for k in list(ref)+['5T2']}
def lowest(k, D, B, C):
    w, v = np.linalg.eigh(D*blk[k][0] + B*blk[k][1] + C*blk[k][2])
    return w[0], U[k] @ v[:, 0]
shift2 = lambda k, D, B, C: c2[k] @ np.array([B*B, B*C, C*C])/D
for B, C in [(600., 3500.), (1000., 500.), (300., 2000.)]:
    D = 1e8   # third order is smaller than second order by a few C/D
    for k, v in ref.items():
        sh = lowest(k, D, B, C)[0] - v @ ham(D, B, C) @ v
        assert abs(sh/shift2(k, D, B, C)-1) < 2e-3
for k in ref:
    d = c2[k]-c2['1A1']
    print(f"2nd order {k}: level (B2,BC,C2)/D {np.round(c2[k], 3)}, excitation {np.round(d, 3)+0.0},"
          f" at C=4B {d @ [1, 4, 16]:.2f} B2/D")
second = lambda D, B, C: first(D, B, C) + np.array(
    [shift2(k, D, B, C)-shift2('1A1', D, B, C) for k in terms])
full = lambda D, B, C: np.array([lowest(k, D, B, C)[0] for k in terms]) - lowest('1A1', D, B, C)[0]
invert = lambda y: np.array([y[0]+(y[0]-y[2])/2, (y[1]-y[0])/16, (y[0]-y[2])/2])
fit = lambda model, y: least_squares(lambda x: model(*x)-y, invert(y), x_scale=[1e4, 5e2, 3e3],
                                     xtol=1e-12, ftol=1e-12).x
true = np.array([22000., 700., 3100.])
assert np.allclose(fit(full, full(*true)), true, rtol=1e-5)

bands = np.array([21000., 29000., 13000., 17000.])   # rough, two figures
half = 500.
print(f"rough input bands 1T1,1T2,3T1,3T2 = {bands} cm^-1, each +-{half:.0f} cm^-1")
print(f"redundancy (1T2-1T1)-2(3T2-3T1) of input = {bands[1]-bands[0]-2*(bands[3]-bands[2]):.0f} cm^-1")
p1 = invert(bands)
print(f"closed inversion: D={p1[0]:.0f} B={p1[1]:.0f} C={p1[2]:.0f} cm^-1, Dq={p1[0]/10:.0f} cm^-1")
par = {}
for lab, model in [('first', first), ('second', second), ('full', full)]:
    x = par[lab] = fit(model, bands)
    cor = np.array([fit(model, bands+half*np.array(s)) for s in itertools.product((-1, 1), repeat=4)])
    lo, hi = cor.min(0), cor.max(0)
    print(f"{lab} fit: D={x[0]:.0f} B={x[1]:.0f} C={x[2]:.0f} cm^-1, C/B={x[2]/x[1]:.2f}")
    print(f"  residuals model-input {np.round(model(*x)-bands)+0.0} cm^-1")
    print(f"  corner ranges D {lo[0]:.0f}-{hi[0]:.0f}, B {lo[1]:.0f}-{hi[1]:.0f}, C {lo[2]:.0f}-{hi[2]:.0f} cm^-1")
D, B, C = par['full']
y1, y2, yf = first(D, B, C), second(D, B, C), full(D, B, C)
print(f"at full-fit parameters: B/D={B/D:.4f}, C/D={C/D:.4f}")
e1a, vg = lowest('1A1', D, B, C)
print(f"  1A1: t2g^6 weight {np.sum(vg[ne == 0]**2):.3f}, lowering full {e1a-g0 @ ham(D, B, C) @ g0:.0f},"
      f" 2nd order {shift2('1A1', D, B, C):.0f} cm^-1")
for n, k in enumerate(terms):
    wgt = np.sum(lowest(k, D, B, C)[1][m1]**2)
    assert wgt > 0.5
    print(f"  {k}: first {y1[n]:.0f}, second {y2[n]:.0f}, full {yf[n]:.0f} cm^-1, t2g^5eg weight {wgt:.3f}")
g1, g2, gf = y1[1]-y1[0], y2[1]-y2[0], yf[1]-yf[0]
print(f"  gap 1T2-1T1: first {g1:.0f}, second {g2:.0f}, full {gf:.0f} cm^-1")
assert gf < g1 and abs(g2-gf) < abs(g1-gf) and B > par['first'][1]
pb = invert(yf)
print(f"  first-order inversion of full bands: D={pb[0]:.0f} B={pb[1]:.0f} C={pb[2]:.0f} cm^-1")
pbig = invert(full(100*D, B, C))   # the bias in B must fade as the mixing is switched off
assert abs(pbig[1]-B) < 0.05*abs(pb[1]-B)
print(f"  same inversion with D 100 times larger: B={pbig[1]:.1f} cm^-1 (true {B:.1f})")
assert abs(np.linalg.eigvalsh(ham(D, B, C))[0]-e1a) < 1e-6
Dc1 = 2.5*B + 4*C
Dc = brentq(lambda d: lowest('5T2', d, B, C)[0]-lowest('1A1', d, B, C)[0], 1000, 40000)
assert Dc < Dc1 < D
print(f"1A1/5T2 crossing: first order D={Dc1:.0f}, full D={Dc:.0f} cm^-1")
print(f"5T2 above 1A1: first order {2*D-5*B-8*C:.0f}, full {lowest('5T2', D, B, C)[0]-e1a:.0f} cm^-1")
ev = sc.h*sc.c*100/sc.e
print(f"10Dq: first-order fit {par['first'][0]*ev:.2f} eV, full fit {D*ev:.2f} eV")
print(f"singlet bands of full fit: {1e7/yf[0]:.0f} nm, {1e7/yf[1]:.0f} nm")
print("finished without a failed check")
```

Output:

```
Racah form vs Gaussian d-shell integrals: max deviation 2e-15 hartree
xy,xy: (A,B,C) coefficients J [1, 4, 3] K [1, 4, 3]
xy,xz: (A,B,C) coefficients J [1, -2, 1] K [0, 3, 1]
xy,x2-y2: (A,B,C) coefficients J [1, 4, 1] K [0, 0, 1]
xy,z2: (A,B,C) coefficients J [1, -4, 1] K [0, 4, 1]
xz,x2-y2: (A,B,C) coefficients J [1, -2, 1] K [0, 3, 1]
xz,z2: (A,B,C) coefficients J [1, 2, 1] K [0, 1, 1]
Fock repulsion (A,B,C): t2g [5, -10, 5], eg [6, -6, 3]
number of terms in d6: {'1A1': 5, '1T1': 4, '1T2': 7, '3T1': 7, '3T2': 5, '5T2': 1}
repulsion (A,B,C): t2g^6 [15, -30, 15]  5T2 [15, -35, 7]
first order 1T1: (D,B,C) coefficients [1, 0, -1]
first order 1T2: (D,B,C) coefficients [1, 16, -1]
first order 3T1: (D,B,C) coefficients [1, 0, -3]
first order 3T2: (D,B,C) coefficients [1, 8, -3]
2nd order 1A1: level (B2,BC,C2)/D [-24. -12.  -3.], excitation [0. 0. 0.], at C=4B 0.00 B2/D
2nd order 1T1: level (B2,BC,C2)/D [-10.  -2.  -1.], excitation [14. 10.  2.], at C=4B 86.00 B2/D
2nd order 1T2: level (B2,BC,C2)/D [-78.  -6.  -1.], excitation [-54.   6.   2.], at C=4B 2.00 B2/D
2nd order 3T1: level (B2,BC,C2)/D [-46.  -2.  -1.], excitation [-22.  10.   2.], at C=4B 50.00 B2/D
2nd order 3T2: level (B2,BC,C2)/D [-66.  -6.  -1.], excitation [-42.   6.   2.], at C=4B 14.00 B2/D
rough input bands 1T1,1T2,3T1,3T2 = [21000. 29000. 13000. 17000.] cm^-1, each +-500 cm^-1
redundancy (1T2-1T1)-2(3T2-3T1) of input = 0 cm^-1
closed inversion: D=25000 B=500 C=4000 cm^-1, Dq=2500 cm^-1
first fit: D=25000 B=500 C=4000 cm^-1, C/B=8.00
  residuals model-input [0. 0. 0. 0.] cm^-1
  corner ranges D 24000-26000, B 425-575, C 3500-4500 cm^-1
second fit: D=22277 B=591 C=3725 cm^-1, C/B=6.31
  residuals model-input [ 5. -5. -9.  8.] cm^-1
  corner ranges D 21280-23232, B 490-700, C 3227-4222 cm^-1
full fit: D=23489 B=599 C=3801 cm^-1, C/B=6.34
  residuals model-input [-20.  20.  40. -39.] cm^-1
  corner ranges D 22545-24424, B 496-713, C 3304-4298 cm^-1
at full-fit parameters: B/D=0.0255, C/D=0.1618
  1A1: t2g^6 weight 0.975, lowering full -1996, 2nd order -3376 cm^-1
  1T1: first 19688, second 22102, full 20980 cm^-1, t2g^5eg weight 0.988
  1T2: first 29277, second 30263, full 29020 cm^-1, t2g^5eg weight 0.926
  3T1: first 12085, second 13949, full 13040 cm^-1, t2g^5eg weight 0.980
  3T2: first 16880, second 18050, full 16961 cm^-1, t2g^5eg weight 0.948
  gap 1T2-1T1: first 9589, second 8161, full 8040 cm^-1
  first-order inversion of full bands: D=24949 B=503 C=3970 cm^-1
  same inversion with D 100 times larger: B=598.4 cm^-1 (true 599.3)
1A1/5T2 crossing: first order D=16703, full D=15441 cm^-1
5T2 above 1A1: first order 13572, full 15568 cm^-1
10Dq: first-order fit 3.10 eV, full fit 2.91 eV
singlet bands of full fit: 477 nm, 345 nm
finished without a failed check
```
